# Does the choice of ROHF canonicalization change CCSD energies?

**Question**

I am running CCSD and CCSD(T) on a triplet molecule from a high-spin ROHF reference. Different ROHF procedures give me the same total ROHF energy but different orbital energies and slightly different orbitals, because they build the effective Fock operator differently. If the orbitals fed into the coupled-cluster step are arbitrary to that extent, is the CCSD energy arbitrary too? Does it matter whether I freeze the core or add the triples correction?

**Answer**

The all-electron CCSD energy is not arbitrary in this way, provided that the equations keep all elements of the Fock matrices. A frozen-core energy can depend on the canonicalization, and so can a triples correction that uses diagonal denominators. To see why, start with what ROHF does and does not determine.

**What ROHF leaves open**

Take real orbitals in three blocks: closed (C, doubly occupied), open (O, one $\alpha$ electron each) and virtual (V). Let $D_\sigma$ be the density matrix of spin $\sigma$, and let

$$F_\sigma = h + J[D_\alpha+D_\beta]-K[D_\sigma]$$

be its Fock matrix, with $h$ the one-electron, $J$ the Coulomb and $K$ the exchange matrix. The energy is linear in the density through $h$ and quadratic through $J$ and $K$, so its first variation is $\delta E=\sum_\sigma \mathrm{tr}(F_\sigma\,\delta D_\sigma)$.

Mix two orbitals by a small angle: $p\to p+\kappa q$, $q\to q-\kappa p$. With occupations $n_p^\sigma$ and $n_q^\sigma$,

$$\delta D_\sigma=\kappa\,(n_p^\sigma-n_q^\sigma)\big(|p\rangle\langle q|+|q\rangle\langle p|\big),$$

$$\delta E=2\kappa\sum_\sigma (n_p^\sigma-n_q^\sigma)\,(F_\sigma)_{pq}.$$

Stationarity for each pair of blocks gives

$$(F_\beta)_{CO}=0,\qquad (F_\alpha)_{OV}=0,\qquad (F_\alpha+F_\beta)_{CV}=0 .$$

Within a block the occupations are equal, $\delta E$ vanishes identically, and there is no condition. A procedure may therefore diagonalize any combination

$$R_B=A_BF_\alpha+B_BF_\beta$$

in block $B$. The weights $A_B,B_B$ are the arbitrary part. They affect orbital energies and rotate orbitals inside a block.

It helps to write $\bar F=(F_\alpha+F_\beta)/2$ and to let $K^O$ be the exchange matrix of the open-shell density $D_\alpha-D_\beta$. Then $F_\alpha-F_\beta=-K^O$, so $F_\alpha=\bar F-\tfrac12K^O$ and $F_\beta=\bar F+\tfrac12K^O$. For $A_B+B_B=1$,

$$R_B=\bar F+s_BK^O,\qquad s_B=\tfrac12(B_B-A_B).$$

I compare three choices. The "mean" choice has $s=0$ in all blocks. The "$\alpha$" choice diagonalizes $F_\alpha$, so $s=-\tfrac12$. The "Roothaan" choice has $(A,B)=(-\tfrac12,\tfrac32)$ for C, $(\tfrac12,\tfrac12)$ for O and $(\tfrac32,-\tfrac12)$ for V, hence $s=1,0,-1$.

**Why CCSD does not notice**

In terms of spin orbitals, the occupied $\alpha$ space is C+O and the occupied $\beta$ space is C. The virtual spaces are V for $\alpha$ and O+V for $\beta$. A rotation within C, O and V mixes no occupied spin orbital with a virtual one. The determinant $|0\rangle$ is at most multiplied by $-1$.

Let $i,j,k,m$ be occupied and $a,b,c,e$ virtual spin orbitals, and let the new orbitals be $i'=\sum_k k\,U_{ki}$ and $a'=\sum_c c\,U_{ca}$, with orthogonal $U$. Define new singles amplitudes by

$$t_{i'}^{a'}=\sum_{kc}U_{ki}U_{ca}\,t_k^c .$$

Inserting this into the cluster operator and using $\sum_iU_{ki}U_{li}=\delta_{kl}$, and the same for the virtual part, gives

$$\sum_{ia}t_{i'}^{a'}\,a^\dagger_{a'}a_{i'}=\sum_{kc}t_k^c\,a^\dagger_ca_k .$$

So $T_1$ is the same operator in both bases. For $T_2$ the argument is identical, with two occupied and two virtual factors of $U$. The CCSD conditions are

$$\langle\mu|e^{-T}He^{T}|0\rangle=0,\qquad \mu=\text{all singles and doubles}.$$

The rotated singly excited determinants are linear combinations of the old ones, and likewise the doubly excited ones. If all the old projections vanish, all the new ones do. The energy $\langle0|e^{-T}He^{T}|0\rangle$ contains the sign of the determinant twice and is unchanged.

This argument maps solutions onto solutions. The CCSD equations are nonlinear, so a solver started differently could in principle land on another solution, but that would not be a dependence of a given solution on the orbitals.

The argument also allows more than the ROHF freedom. One may rotate the $\alpha$ and $\beta$ orbitals independently, as long as occupied and virtual spaces stay separate for each spin. This holds for spin-orbital CCSD with independent amplitudes. A spin-adapted variant that ties $\alpha$ and $\beta$ amplitudes together needs its own check that the rotation maps its operator set onto itself.

**A numerical case**

Triplet CH$_2$ in the 6-31G basis, with a chosen bond length of 1.08 Å and angle of 134°, has 3 closed, 2 open and 8 virtual orbitals. The basis is small and the numbers are meant to expose the invariance, not to predict measurements. The ROHF energy is $-38.906786$ Eh. CCSD gives

$$E_{\rm CCSD}=-38.980306345\ \text{Eh}$$

for all three canonicalizations, for a random rotation within every block, and for orbitals rotated separately for the two spins. The amplitudes were also tested directly: those in the random basis agree with the transformed amplitudes of the mean basis to rounding error.

**Two ways to break the invariance**

First, rotate a closed orbital into an open one for both spins. Here the valence closed orbital of $a_1$ symmetry and the in-plane open orbital of the mean set are mixed by 0.2 rad. The occupied $\alpha$ space contains both orbitals and does not change, but the occupied $\beta$ space does. This is a different determinant. The reference energy rises by $2.138\times10^{-2}$ Eh, and the CCSD energy changes by $-1.73\times10^{-5}$ Eh, less than a thousandth as much. Size and sign of the CCSD change depend on the pair and on the sense of the rotation: the opposite sense gives the same rise of the reference energy but a CCSD change of $+7.9\times10^{-7}$ Eh. A small change is plausible because $e^{T_1}$ can turn one determinant into another that overlaps with it, but truncation at doubles prevents full compensation. The lower CCSD energy is no sign of a better reference, since CCSD energies are not variational bounds.

Second, drop part of the Fock matrix. Let $f$ be the spin-orbital Fock matrix and $P(pq)X=X-X(p\leftrightarrow q)$. The doubles equation begins

$$0=\langle ij\|ab\rangle+P(ab)\sum_ef_{be}t_{ij}^{ae}-P(ij)\sum_mf_{mj}t_{im}^{ab}+\dots$$

The complete sums are covariant. If $f_{be}$ and $f_{mj}$ are replaced by their diagonals, they are not, because $\mathrm{diag}(U^TfU)$ generally differs from $U^T\mathrm{diag}(f)\,U$. With the off-diagonal occupied-occupied and virtual-virtual elements of $f$ deleted from both the singles and the doubles equations, the mean orbitals give $-38.980247$ Eh and the Roothaan orbitals $-38.981399$ Eh. The difference is

$$38.981399-38.980247=1.152\times10^{-3}\ \text{Eh}.$$

A dependence of all-electron CCSD on block rotations is thus a reason to inspect the treatment of $f_{ij}$ and $f_{ab}$, besides convergence and the identity of the solution.

**What changes when the core is frozen**

Freezing "the lowest closed orbital" selects an individual eigenvector of $R_C$. CCSD is invariant to rotations among correlated orbitals, but this rotation moves part of an orbital across the border between correlated and frozen.

Start from the mean orbitals, which diagonalize $\bar F$ in C. Let $c$ be the core orbital and $p$ another closed orbital. For a new operator $R'$, write the new core orbital as $c+\sum_p\theta_p\,p$. Row $p$ of the eigenvalue equation is

$$R'_{pc}+\sum_qR'_{pq}\theta_q=\varepsilon'\theta_p ,$$

where $q$ runs over the closed orbitals other than $c$. To first order, set $\varepsilon'\approx R'_{cc}$ and neglect the products of small $R'_{pq}$ ($q\ne p$) with $\theta_q$. Then

$$\theta_p\approx\frac{R'_{pc}}{R'_{cc}-R'_{pp}},\qquad R'_{pc}=s_CK^O_{pc}.$$

The second relation holds because $\bar F_{pc}=0$ in this basis. Core-valence exchange with the open shell tilts the core orbital, and a large energy gap keeps the tilt small. If the gap in $R_C$ is small, the first-order formula fails and even the ordering of the orbitals may change.

For CH$_2$ the norm of $\theta$ is $3.03\times10^{-3}$ for Roothaan and $1.54\times10^{-3}$ for $\alpha$, and the formula reproduces both to the printed digits. Since $s_C=1$ and $s_C=-\tfrac12$, the tilts are opposite in direction and nearly in the ratio 2. The actual ratio is 1.97 because $s_C$ also enters the denominator, through $K^O_{cc}-K^O_{pp}$.

The frozen-core CCSD energies are

- mean: $-38.979254923$ Eh
- Roothaan: $-38.979266030$ Eh
- $\alpha$: $-38.979247094$ Eh

Their spread is $1.894\times10^{-5}$ Eh, or 49.7 J/mol. For scale, freezing the mean core raises the energy by

$$38.980306-38.979255=1.051\times10^{-3}\ \text{Eh},$$

so the ambiguity is about 1.8% of the frozen-core effect here. These sizes depend on the basis: in cc-pVDZ the spread is $5.6\times10^{-5}$ Eh, or 2.9% of a frozen-core effect of $1.95\times10^{-3}$ Eh. Relative to the mean choice the shifts are $-1.11\times10^{-5}$ Eh for Roothaan and $+7.8\times10^{-6}$ Eh for $\alpha$. Their opposite signs match the opposite tilts. Their ratio, $-1.42$, is not the $-1.97$ of a purely linear response, so higher orders in the tilt are already visible.

Invariance returns once the core space is fixed. Keeping the mean core and randomly rotating the remaining orbitals within their blocks again gives $-38.979254923$ Eh. With several core orbitals, rotations among the core orbitals themselves are harmless too, since the frozen space is then unchanged.

**What changes in (T)**

Let $t_3$ denote the triples amplitudes $t_{ijk}^{abc}$, and let $P(i/jk)X_{ijk}=X_{ijk}-X_{jik}-X_{kji}$, with $P(a/bc)$ defined likewise. The triples correction is built from

$$W=P(i/jk)P(a/bc)\Big[\sum_et_{jk}^{ae}\langle ei\|bc\rangle-\sum_mt_{im}^{bc}\langle ma\|jk\rangle\Big],$$

$$V=P(i/jk)P(a/bc)\big[t_i^a\langle jk\|bc\rangle+f_{ia}t_{jk}^{bc}\big].$$

The amplitudes obey

$$0=W+P(a/bc)\sum_ef_{ae}t_{ijk}^{ebc}-P(i/jk)\sum_mf_{mi}t_{mjk}^{abc},$$

and the energy is

$$E_{(T)}=\frac1{36}\sum_{ijkabc}t_{ijk}^{abc}(W+V)_{ijk}^{abc}.$$

The factor $1/36$ compensates for counting each triple excitation $3!\times3!$ times. All ingredients transform as tensors, so this $E_{(T)}$ has the same invariance as CCSD.

Now separate the diagonal of $f$. In the virtual sum, $e=a$ gives $f_{aa}t_{ijk}^{abc}$. The permuted term gives $-f_{bb}t_{ijk}^{bac}=+f_{bb}t_{ijk}^{abc}$ by antisymmetry, and similarly for $c$. The occupied terms have the opposite sign. With

$$D=f_{ii}+f_{jj}+f_{kk}-f_{aa}-f_{bb}-f_{cc},$$

and $X(t_3)$ for all terms with off-diagonal $f_{ae}$ or $f_{mi}$, the equation becomes

$$D\,t_3=W+X(t_3).$$

The usual one-shot formula $t_3=W/D$ omits $X$. It is safe if $f$ is diagonal within the occupied and within the virtual space of each spin. Orbitals with this property are called semicanonical.

No choice of $A_B,B_B$ achieves this in general. From the stationarity conditions,

$$(F_\alpha)_{CO}=(F_\beta-K^O)_{CO}=-K^O_{CO},\qquad (F_\beta)_{OV}=(F_\alpha+K^O)_{OV}=K^O_{OV}.$$

The first block lies inside the occupied $\alpha$ space, the second inside the virtual $\beta$ space. Rotations within C, O and V cannot remove a nonzero block of this kind. One must diagonalize $F_\alpha$ and $F_\beta$ separately, which gives different spatial orbitals for the two spins. CCSD permits this, as shown above.

The one-shot results are

- mean: $-6.19293\times10^{-4}$ Eh
- Roothaan: $-6.21372\times10^{-4}$ Eh
- $\alpha$: $-6.20341\times10^{-4}$ Eh
- random rotation: $-5.19590\times10^{-4}$ Eh
- semicanonical: $-6.21296\times10^{-4}$ Eh

The first three spread over $2.08\times10^{-6}$ Eh, or 5.46 J/mol. The random rotation misses 16% of the semicanonical correction. Solving the full triples equation in the mean orbitals, with the off-diagonal elements restored, recovers $-6.21296\times10^{-4}$ Eh. This identifies the omitted $X$ as the cause of the error there.

**A small energy error can hide wrong amplitudes**

The Roothaan value is off by just $-7.6\times10^{-8}$ Eh, which might suggest that these orbitals are nearly semicanonical. They are not. Put $t_3=W/D$ back into the full equation: what remains is $X(W/D)$. Its norm relative to that of $W$ is 3.3% for Roothaan, compared with 2.9% for mean and 3.1% for $\alpha$.

To see the cancellation, iterate once: $t_3\approx W/D+X(W/D)/D$. The first-order missing energy is

$$\Delta E^{(1)}=\frac1{36}\sum\frac{X(W/D)}{D}(W+V),$$

which splits into parts from $F_\alpha$ and $F_\beta$. In units of $10^{-6}$ Eh, adding the higher-order remainder gives

$$\text{Roothaan:}\quad -1.60+2.43-0.76\approx+0.08,$$

$$\text{mean:}\quad -2.93+1.50-0.57=-2.00 .$$

The totals are rounded after adding the unrounded terms. They are the amounts missing from the one-shot energies, so the errors have the opposite sign. For Roothaan three larger terms nearly cancel; nothing in the derivation makes that happen in another molecule or basis. For the same CH$_2$ in cc-pVDZ the Roothaan error is $-9.8\times10^{-6}$ Eh, the largest in magnitude of the three, and their spread grows to $1.2\times10^{-5}$ Eh.

**How to set up the calculation**

Define the core space first and state which ROHF operator supplied it. Then diagonalize $F_\alpha$ and $F_\beta$ separately in the active occupied and virtual spaces, and evaluate (T) there.

Semicanonicalizing all occupied orbitals first and then freezing the lowest one of each spin is a different definition. The $\alpha$ core comes from $F_\alpha$ in C+O, the $\beta$ core from $F_\beta$ in C. These cores depend on the determinant alone, so the definition does not inherit the arbitrary weights, but the two cores generally differ. For CH$_2$ it gives $-38.979260492$ Eh, which is $5.6\times10^{-6}$ Eh below the mean-core result. Energies to be subtracted from one another should use one definition throughout.

Finally, do not discard $f_{ia}$ after semicanonicalization. Stationarity sets $\bar F_{CV}=0$, which leaves $(F_\alpha)_{CV}=-\tfrac12K^O_{CV}$ and $(F_\beta)_{CV}=+\tfrac12K^O_{CV}$. Rotations inside the occupied and virtual spaces cannot remove these couplings. The largest $f_{ia}$ in the semicanonical orbitals of CH$_2$ is 0.0237 Eh, and it belongs in both the CCSD equations and $V$. The numerical output below lists the individual energies and residuals.

## Computed values

```
CH2 triplet, 6-31G: bond 1.08 angstrom, angle 134 degrees
closed, open, virtual orbitals: 3, 2, 8
ROHF energy: -38.906786475 Eh
largest ROHF stationarity error: 3.2e-09 Eh
all-electron CCSD, mean: -38.980306345 Eh
all-electron CCSD, Roothaan: -38.980306345 Eh
all-electron CCSD, alpha: -38.980306345 Eh
all-electron CCSD, random: -38.980306345 Eh
all-electron CCSD, semicanonical: -38.980306345 Eh
spread of these CCSD energies: 1.4e-14 Eh
norm of t1 (all sets): 0.073822
tensor-law error of t1, t2: 1.4e-15, 2.2e-16
separate program, CCSD: -38.980306345 Eh
closed-open rotation angle: 0.2 rad
  change of reference energy: 2.138e-02 Eh
  change of CCSD energy: -1.730e-05 Eh
CCSD with off-diagonal f_ij, f_ab deleted, mean: -38.980247027 Eh
CCSD with off-diagonal f_ij, f_ab deleted, Roothaan: -38.981399022 Eh
frozen-core CCSD, mean: -38.979254923 Eh
frozen-core CCSD, Roothaan: -38.979266030 Eh
frozen-core CCSD, alpha: -38.979247094 Eh
spread of frozen-core CCSD: 1.894e-05 Eh = 49.7 J/mol
frozen-core CCSD, mean core, active rotated: -38.979254923 Eh
frozen-core CCSD, spin-specific cores: -38.979260492 Eh
core tilt from mean to Roothaan: 3.0252e-03 (predicted 3.0252e-03)
core tilt from mean to alpha: 1.5353e-03 (predicted 1.5353e-03)
(T), diagonal denominators, mean: -0.000619293 Eh
(T), diagonal denominators, Roothaan: -0.000621372 Eh
(T), diagonal denominators, alpha: -0.000620341 Eh
(T), diagonal denominators, random: -0.000519590 Eh
(T), diagonal denominators, semicanonical: -0.000621296 Eh
(T), full Fock blocks, mean orbitals: -0.000621296 Eh
separate program, semicanonical (T): -0.000621296 Eh
(T) spread over three canonicalizations: 2.079e-06 Eh = 5.46 J/mol
(T) error against semicanonical, mean: 2.003e-06 Eh
(T) error against semicanonical, Roothaan: -7.598e-08 Eh
(T) error against semicanonical, alpha: 9.548e-07 Eh
(T) error against semicanonical, random: 1.017e-04 Eh
relative residual of one-shot triples, mean: 2.874e-02
relative residual of one-shot triples, Roothaan: 3.335e-02
relative residual of one-shot triples, alpha: 3.060e-02
missing (T), mean: alpha -2.93e-06, beta 1.50e-06, higher order -5.70e-07 Eh
missing (T), Roothaan: alpha -1.60e-06, beta 2.43e-06, higher order -7.56e-07 Eh
missing (T), alpha: alpha -2.19e-06, beta 1.88e-06, higher order -6.41e-07 Eh
largest off-diagonal f_ij or f_ab, mean: 1.54e-01 Eh
largest off-diagonal f_ij or f_ab, semicanonical: 5.68e-15 Eh
largest f_ia, semicanonical: 0.0237 Eh
```
